# Elastic image energy of a point defect in periodic supercells, part 2

A point defect relaxes the crystal around it, and in a periodic supercell its images do the same. The problem is how the relaxation energy $E(V)$ differs from the value $E_\infty$ of one isolated defect. The defect is neutral and the host is a non-piezoelectric insulator, harmonic outside a finite core, with finite-range force constants and here one atom per primitive cell. The cells have volume $V$, one chosen edge $L$, fixed shape and zero mean strain.

With $u$ the atomic displacements from the perfect sites, $K$ the host force-constant matrix and $\Phi$ the core correction, the energy is

$$E(u)=\tfrac12\,u\cdot Ku+\Phi(u). \tag{1}$$

The core exerts forces $t=-\partial\Phi/\partial u$ on the host, called dressed in the relaxed core and bare at $u=0$. Let $\Delta G$ be the change of the host Green function (the inverse of $K$ without net translation) from the isolated defect to the periodic cell. Then

$$E(V)-E_\infty=-\tfrac12\,t\cdot\Delta G\,t+O(\Delta G^2), \tag{5}$$

with $t$ the dressed forces of the isolated defect. This leads to $E(V)=E_\infty+A/V+O(V^{-5/3})$.

Repeated indices are summed. The symmetric force dipole is $P_{ij}=\sum_at_i^aR_j^a$, with $\mathbf R^a$ the perfect sites. $C$ is the elastic tensor, $\mathbf n=\mathbf k/k$ the direction of a wave vector, $M_{il}(\mathbf n)=C_{ijlm}n_jn_m$ and $g(\mathbf n)=(P\mathbf n)\cdot M^{-1}(\mathbf n)(P\mathbf n)$. The coefficient is

$$A=-\tfrac12\lim_{\eta\to0}\left[\sum_{\mathbf q\ne0}g\,w(\eta q)-v\!\int\! d^3q\,g\,w(\eta q)\right]. \tag{16}$$

Here $\mathbf q$ are supercell reciprocal vectors divided by $2\pi/L$, $v=V/L^3$, and $w$ is a smooth cutoff with $w(0)=1$.

For an isotropic medium with Lamé constants $\lambda,\mu$ and a dilation centre $P_{ij}=p\,\delta_{ij}$,

$$A=\frac{p^2}{2(\lambda+2\mu)}. \tag{17}$$

The example of part (f) has $\lambda=60$ GPa, $\mu=50$ GPa and $p=1$ aJ ($10^{-18}$ J), giving $A=0.003125$ aJ nm³; 1 aJ/GPa is 1 nm³.

Part (g) now asks whether $A$ can be found by adding pair interactions in real space.

**Solution.** A force dipole is the force density $f_i=-P_{ij}\partial_j\delta(\mathbf r)$; multiplying by $r_j$ and integrating by parts returns $P_{ij}$. With the elastic Green function $G_{ik}(\mathbf r)$ of the infinite medium its displacement is $u_i=-P_{kl}\partial_lG_{ik}$. The interaction energy of a second dipole with this field is $-\int f_iu_i\,d^3r=-P_{ij}\partial_ju_i$. Hence two equal dipoles at distance $\mathbf R$ interact with

$$\varphi(\mathbf R)=P_{ij}P_{kl}\,\partial_j\partial_lG_{ik}(\mathbf R). \tag{18}$$

In reciprocal space $G$ is $M^{-1}/k^2$ and the two derivatives give $-k_jk_l$, so $\varphi$ transforms into $-g(\mathbf n)$. It falls as $R^{-3}$, and its lattice sum depends on the order of summation.

Choose a wide spherical cutoff on the images. Multiplication by this cutoff in real space averages $g$ over a narrow spherical region in reciprocal space. The averaged function is continuous at $\mathbf k=0$, where its value is the angular mean $\bar g$. At every other fixed $\mathbf k$ it tends to $g$. For this smoothed function the full reciprocal sum minus the integral equals $V$ times the sum of its real-space transform over $\mathbf R\ne0$:

$$\bar g+\sum_{\mathbf k\ne0}g-V\!\int\!\frac{d^3k}{(2\pi)^3}\,g=-V\sum_{\mathbf R\ne0}^{\rm sphere}\varphi(\mathbf R).$$

The sum and integral on the left carry the same cutoff at large $k$ as in (16). Moving $\bar g$ to the right and multiplying by $-1/(2V)$ gives

$$\frac AV=\frac12\sum_{\mathbf R\ne0}^{\rm sphere}\varphi(\mathbf R)+\frac{\bar g}{2V}. \tag{19}$$

The factor one half assigns each pair energy equally to its two defects. The last term enforces zero mean strain for spherical summation. For the isotropic dilation centre $g$ is constant, its transform is concentrated at $\mathbf R=0$, and every pair term vanishes. All of (17) is then the last term. The absence of a direct interaction does not imply the absence of a finite-size error.

For the same isotropic medium, a cubic cell and $P=\mathrm{diag}(1,1,2)$ aJ, the two terms of (19), multiplied by $V$, are

$$0.002555+0.007167=0.009721\ \text{aJ nm}^3$$

before rounding of the separate terms. The reciprocal sum (16) gives the same total, and this agreement was tested. If the real-space cutoff is flattened to half its extent along $z$, the pair sum becomes 0.000694 aJ nm³. The physical total is unchanged, so the added constant must change too: it becomes an average of $g$ with the weight belonging to the flattened cutoff.

### (h) What changes if the cell is relaxed to zero mean stress?

**Solution.** Let the cell have a uniform strain $\varepsilon$ and periodic displacements $y$ in addition, so $u_i^a=\varepsilon_{ij}R_j^a+y_i^a$. With one atom per primitive cell, a uniform strain produces no force on a host atom: translation makes the force equal on all atoms, and inversion about a site reverses it. The host energy therefore has no cross term between $\varepsilon$ and $y$:

$$E=\tfrac V2\,\varepsilon_{ij}C_{ijkl}\varepsilon_{kl}+\tfrac12\,y\cdot Ky+\Phi(u). \tag{20}$$

At the minimum over $y$ only the explicit dependence on strain contributes to the derivative. Since $\partial\Phi/\partial u_i^a=-t_i^a$,

$$\frac{\partial E}{\partial\varepsilon_{ij}}=VC_{ijkl}\varepsilon_{kl}-P_{ij}. \tag{21}$$

The mean stress is this derivative divided by $V$, with tension positive. At zero strain $\sigma=-P/V$, so outward forces with positive $P$ put the cell under compression. This also gives a practical way to read $P$ from a cell.

Let $S=C^{-1}$ be the compliance tensor. Zero stress requires $\varepsilon=S{:}P/V$. This strain is of order $V^{-1}$, so changes of $P$ caused by it affect the energy only at order $V^{-2}$. To the order needed, the energy change is

$$-P{:}\varepsilon+\tfrac V2\,\varepsilon{:}C{:}\varepsilon
=-\frac{P{:}S{:}P}{V}+\frac{P{:}S{:}P}{2V}
=-\frac{P{:}S{:}P}{2V}.$$

The zero-stress coefficient is therefore

$$A_{\rm rel}=A-\tfrac12\,P{:}S{:}P. \tag{22}$$

The power of $V$ is unchanged but the coefficient is not. Here "fixed shape" describes the cells before this small relaxation. For the isotropic dilation centre $P{:}S{:}P=p^2/B$, with bulk modulus $B=\lambda+2\mu/3$. Since $\lambda+2\mu=B+4\mu/3>B$,

$$A_{\rm rel}=\frac{p^2}{2}\left(\frac1{\lambda+2\mu}-\frac1B\right)<0. \tag{23}$$

With the constants of part (f) it is $-0.002232$ aJ nm³. The fixed cell overestimates the isolated energy and the stress-free cell underestimates it at leading order. Both signs are shown here for this isotropic dilation centre, and neither need hold in general.

### (i) Find the force dipole of a model defect.

Take a simple-cubic crystal with lattice constant $a=0.300$ nm, springs of 30 N/m between nearest neighbours and 15 N/m between second neighbours. A substitutional atom has six springs of 45 N/m to its nearest neighbours and keeps the host springs to its second neighbours. The rest lengths of the six defect springs are $1.10a$ along $\pm x$ and $\pm y$, $1.08a$ along $+z$ and $1.00a$ along $-z$. These six springs use the true bond lengths, so the core is nonlinear. All host springs, including those from the defect to its second neighbours, are harmonic in the displacements, as in (1); the numbers below refer to this model and would shift by a few per cent if the host springs also used true lengths.

**Solution.** First the elastic constants. A host spring $k_b$ with bond length $b$ and unit direction $\mathbf n$ stretches by $b\,n_i\varepsilon_{ij}n_j$. Counting each bond once per atom, the energy density gives

$$C_{ijkl}=\frac1{a^3}\sum_b k_b b^2\,n_in_jn_kn_l. \tag{24}$$

For $C_{11}$ one nearest-neighbour bond contributes $k_1/a$. Four second-neighbour bonds have $b^2=2a^2$ and $n_x^4=1/4$, and together contribute $2k_2/a$. For $C_{12}$ and $C_{44}$ two bonds contribute $k_2/a$ in total. Hence $C_{11}=60/0.3=200$ GPa and $C_{12}=C_{44}=15/0.3=50$ GPa, since 1 N/m divided by 1 nm is 1 GPa.

Before relaxation each $x$ bond is compressed by $0.10a=0.030$ nm. The two bonds give

$$P_{xx}^{\rm bare}=2\times45\times0.030\times0.300=0.810\ \text{aJ}=5.06\ \text{eV}.$$

Along $z$ only the upper bond is compressed, by 0.024 nm, so $P_{zz}^{\rm bare}=45\times0.024\times0.300=0.324$ aJ, or 2.02 eV. Relaxation lowers these to the dressed values

$$P_{xx}=P_{yy}=4.495\ \text{eV},\qquad P_{zz}=1.912\ \text{eV}. \tag{25}$$

The relation (21) between $P$ and the strain derivative was tested on the relaxed defect in the cell with $12^3$ sites. The second force moment $\sum_at_z^a(R_z^a)^2$ is 0.0733 nN nm², which confirms that the force pattern lacks inversion symmetry.

### (j) Compare the predicted size dependence with relaxed cells.

**Solution.** For cubic cells (16) gives $A=12.59$ meV nm³. A fit of directly relaxed energies at $N=12$, 24 and 48 sites per edge, with terms $1$, $V^{-1}$ and $V^{-5/3}$, gives 12.58 meV nm³. The bare dipole would give 16.18 meV nm³, about 28% above the dressed prediction. This confirms that the forces in (5) must be those of the relaxed core.

The separate energies, with $E_\infty=0.385917$ eV from the fit, are:

| $N$ | $V$ (nm³) | $E-E_\infty$ (meV) | $A/V$ (meV) |
|---:|---:|---:|---:|
| 6 | 5.832 | 2.722 | 2.160 |
| 12 | 46.656 | 0.2836 | 0.2700 |
| 24 | 373.248 | 0.03414 | 0.03374 |
| 48 | 2985.984 | 0.00423 | 0.00422 |

At $N=6$ the leading term accounts for 79% of the error, and at $N=12$ for 95%. The power of the remainder can be found without the fitted $E_\infty$: subtract the predicted $A/V$ difference from the energy difference of two successive cells. The remainders for the pairs 12, 24 and 24, 48 give the exponent 5.1 in $1/L$. This supports the predicted $L^{-5}$ term and the absence of an $L^{-4}$ term for this defect without inversion symmetry.

One cell suffices for a leading correction. The dipole found at $N=12$ gives $A=12.60$ meV nm³, and

$$0.2836-\frac{12.60}{46.656}=0.2836-0.2701=0.0135\ \text{meV}.$$

The error relative to the fitted $E_\infty$ falls by a factor of about 21.

The cell shape matters at equal volume. For edges in the ratio 1:1:2, (16) gives $A=23.48$ meV nm³. A three-term fit at $N=8$, 16 and 32 sites along the short edge gives 23.33 meV nm³, whereas $N=16$, 32 and 64 gives 23.47 meV nm³. The deviation from theory, relative to $\bar g/2$, falls from 2.0% to 0.10%, a factor of 20. The fit omits an $L^{-6}$ term, which comes from $\Delta G^2$, and also $L^{-7}$ and higher terms. When all edges are doubled, an $L^{-6}$ term alone would make the fit deviation fall by 8, an $L^{-7}$ term by 16, and higher terms by more. A factor above 16 cannot come from $L^{-6}$ and $L^{-7}$ terms of one sign, so terms beyond $L^{-7}$, or terms of opposite sign, contribute. The observed decrease does not identify a single omitted term.

For zero stress in the cubic cell, the compliances are

$$S_{11}=\frac{250}{150\times300}=0.005556\ \text{GPa}^{-1},\qquad
S_{12}=-\frac{50}{150\times300}=-0.001111\ \text{GPa}^{-1}.$$

Using (25),

$$P{:}S{:}P=S_{11}(2P_{xx}^2+P_{zz}^2)+2S_{12}(P_{xx}^2+2P_{xx}P_{zz})
=0.1617\ \text{eV}^2/\text{GPa}.$$

One eV/GPa is 0.1602 nm³, so half of this is 12.96 meV nm³. Equation (22) gives $A_{\rm rel}=12.59-12.96$, or $-0.36$ meV nm³ with unrounded terms. The lattice fit gives $-0.38$ meV nm³. The difference is about 4% of this small coefficient, but only 0.2% of $\bar g/2$, the scale on which the agreement was tested.

This near cancellation belongs to the chosen defect and has a consequence for extrapolation. By (22) the $V^{-5/3}$ term is the same for both boundary conditions. Scaled back from the remainders of the larger cells, where higher powers have faded, it is between 0.012 and 0.013 meV at $N=12$, while $A_{\rm rel}/V$ is about $-0.008$ meV. Neglecting $V^{-2}$ and higher powers, the two become equal in size near $N=15$. Below that size the leading law is not yet dominant in the stress-free cells.

### (k) How should the result be used for a charged defect?

**Solution.** The derivation gives only the elastic part. A charged cell also has an electrostatic image energy, which begins as $1/L$ and may contain terms proportional to $L^{-3}$. A fitted $1/V$ coefficient then contains both kinds of $L^{-3}$ term, and the fit alone cannot separate them. The electrostatic correction must be made separately, and coupling between the electric field and strain must be negligible or included in the model.

The stress needs equal care. If the reference potential is shifted by $\psi$, the energy of a cell with charge $Q$ shifts by $Q\psi$. If $\psi$ depends on strain, (21) shows that the apparent dipole changes by $-Q\,\partial\psi/\partial\varepsilon_{ij}$. The stress of a charged cell can therefore be converted into $P$ only after the reference potential and the compensating background have been treated consistently.

With $P$ established, the elastic correction for a fixed cell is to subtract $A/V$; for a stress-free cell it is to subtract $A_{\rm rel}/V$. Either correction requires a cell large enough that the defect and its images are separated by harmonic host, and that the core stays in the same minimum. It reduces the error reliably only when the $V^{-5/3}$ term is small beside the $1/V$ term. In the stress-free cell of part (j) with $N=12$ the remainder is larger than $A_{\rm rel}/V$ and of opposite sign, and the subtraction enlarges the error. The values behind the comparisons above are in the numerical output.

## Numbers as computed

```
lattice constant = 0.300 nm
host springs, near and second = 30.0, 15.0 N/m
defect spring = 45.0 N/m
rest length / a, +x -x +y -y +z -z = 1.1 1.1 1.1 1.1 1.08 1.0
C11, C12, C44 = 200.00, 50.00, 50.00 GPa
bare Pxx, Pzz = 5.05562, 2.02225 eV
dressed Pxx, Pzz = 4.49532, 1.91185 eV
second force moment zzz = 0.073327 nN nm^2
smallest stability eigenvalue = 0.91525 (no unit)
angular mean g = 14.44950 meV nm^3
A cubic, continuum = 12.59482 meV nm^3
A cubic, lattice fit = 12.57833 meV nm^3
A cubic, bare dipole = 16.17762 meV nm^3
A 1:1:2, continuum = 23.47900 meV nm^3
A 1:1:2, fit N=8,16,32 = 23.33306 meV nm^3
A 1:1:2, fit N=16,32,64 = 23.47171 meV nm^3
1:1:2 fit deviations / (gbar/2) = 0.020200, 0.001009 (no unit)
A zero stress, continuum = -0.36161 meV nm^3
A zero stress, lattice fit = -0.37737 meV nm^3
E infinity = 0.385917089 eV
N=6: V=5.832 nm^3, E-Einf=2.7217939 meV, A/V=2.1596051 meV
N=12: V=46.656 nm^3, E-Einf=0.2835633 meV, A/V=0.2699506 meV
N=24: V=373.248 nm^3, E-Einf=0.0341361 meV, A/V=0.0337438 meV
N=48: V=2985.984 nm^3, E-Einf=0.0042261 meV, A/V=0.0042180 meV
remainder exponent in 1/L = 5.1050 (no unit)
N=12 own-dipole A = 12.60197 meV nm^3
N=12 corrected error = 0.0134594 meV
isotropic lambda, mu = 60.0, 50.0 GPa
isotropic tests use P entries in aJ
dilation P=diag(1,1,1): A = 0.00312500 aJ nm^3
dilation closed formula: A = 0.00312500 aJ nm^3
dilation at zero stress: A = -0.00223214 aJ nm^3
P=diag(1,1,2): reciprocal A = 0.00972141 aJ nm^3
spherical pair sum = 0.00255474 aJ nm^3
mean-strain term gbar/2 = 0.00716667 aJ nm^3
spherical total = 0.00972141 aJ nm^3
flattened-cutoff pair sum = 0.00069438 aJ nm^3
```
